# The virial theorem and the kinetic and potential parts of term splittings

The two 2p electrons of a carbon atom can couple to three terms, $^3P$, $^1D$ and $^1S$, and $^3P$ lies lowest, as Hund's first rule says. If all terms are built from one common set of orbitals, they have the same kinetic energy and the same attraction to the nucleus, and the whole splitting is a difference in electron repulsion. A real atom is not held to common orbitals: each term adjusts its own wave function until its energy is stationary. The question is where the splitting resides after that adjustment. The virial theorem fixes the division between kinetic and potential energy exactly, and it leaves open the division of the potential energy into attraction and repulsion.

## Assumptions and statement

Atomic units are used in the algebra. The Hamiltonian of $N$ electrons and a point nucleus of charge $Z$ at rest at the origin is

$$\hat H=\hat T+\hat V,\qquad \hat T=-\tfrac12\sum_i\nabla_i^2,\qquad \hat V=\hat V_{en}+\hat V_{ee}=-\sum_i\frac{Z}{r_i}+\sum_{i<j}\frac1{r_{ij}} .$$

Letters without hats are expectation values in a normalized function, and $E=T+V$. For an upper term $U$ and a lower term $L$, $\Delta X=X_U-X_L$, so that the splitting $\Delta E$ is positive. With $\mathbf x$ standing for all $3N$ coordinates and $\lambda>0$, the scaled function is $\Psi_\lambda(\mathbf x)=\lambda^{3N/2}\Psi(\lambda\mathbf x)$, spins untouched; $\lambda>1$ contracts. The quantity $D=2T+V$ is called the virial defect.

**Theorem.** Let each of the two terms be described, separately, by one of the following:

(a) a normalizable eigenfunction of $\hat H$;

(b) a stationary point of $E$ in a family of normalized trial functions that contains $\Psi_\lambda$ whenever it contains $\Psi$, such as term-specific Hartree-Fock or configuration interaction with unrestricted radial functions;

(c) a stationary point in a finite basis whose common length scale has also been made stationary for that term.

Then $T=-E$ and $V=2E$ for each term, and

$$\Delta T=-\Delta E,\qquad \Delta V=2\,\Delta E .$$

The lower term has a kinetic energy higher by the splitting and a potential energy lower by twice the splitting.

"Relaxation" here means at least stationarity under scaling, for each term by itself. Which term is the lower one is an input to the theorem.

## Proof of the theorem

**Lemma 1 (scaling).** $\Psi_\lambda$ is normalized, has the same $L$, $S$, parity and permutation symmetry as $\Psi$, and has the energy $E(\lambda)=\lambda^2T+\lambda V$.

*Proof.* Put $\mathbf y=\lambda\mathbf x$, so $d\mathbf x=\lambda^{-3N}d\mathbf y$. This factor cancels the $\lambda^{3N}$ from the two prefactors in every expectation value, so the norm is unchanged. The chain rule gives $\nabla_{\mathbf x}^2=\lambda^2\nabla_{\mathbf y}^2$, hence $T\to\lambda^2T$. Every term of $\hat V$ is an inverse distance, so $\hat V(\mathbf x)=\hat V(\mathbf y/\lambda)=\lambda\hat V(\mathbf y)$, hence $V\to\lambda V$, and the same holds for $V_{en}$ and $V_{ee}$ separately. Multiplying all coordinates by a positive number commutes with rotations, inversion and permutations and does not act on spin. $\square$

**Lemma 2 (exact states).** If $\hat H\Psi=E\Psi$ with $\Psi$ normalizable, then $V=2E$ and $T=-E$.

*Proof.* Evaluate the eigenvalue equation at the point $\lambda\mathbf x$. By the rules of Lemma 1, $(\hat T\Psi)(\lambda\mathbf x)$ corresponds to $\lambda^{-2}\hat T\Psi_\lambda$ and $\hat V(\lambda\mathbf x)=\lambda^{-1}\hat V(\mathbf x)$. Multiplying by $\lambda^2$ gives $(\hat T+\lambda\hat V)\Psi_\lambda=\lambda^2E\,\Psi_\lambda$, and projection on $\Psi$ gives

$$\langle\Psi|\hat T+\lambda\hat V|\Psi_\lambda\rangle=\lambda^2E\,\langle\Psi|\Psi_\lambda\rangle .$$

Because $\hat H$ is self-adjoint and $\Psi_\lambda$ lies in its domain, also $\langle\Psi|\hat T+\hat V|\Psi_\lambda\rangle=E\langle\Psi|\Psi_\lambda\rangle$. Subtraction removes $\hat T$:

$$(\lambda-1)\langle\Psi|\hat V|\Psi_\lambda\rangle=(\lambda^2-1)E\,\langle\Psi|\Psi_\lambda\rangle .$$

Dividing by $\lambda-1$ leaves $\langle\Psi|\hat V|\Psi_\lambda\rangle=(\lambda+1)E\langle\Psi|\Psi_\lambda\rangle$. As $\lambda\to1$, $\Psi_\lambda\to\Psi$ in norm, and $\hat V\Psi$ is square integrable for a Coulomb bound state, so both sides are continuous and $V=2E$. Then $T=E-V=-E$. $\square$

No minimum property was used, so the lemma covers states that are not the lowest of their symmetry.

**Lemma 3 (scale-invariant families).** In case (b), $D=0$.

*Proof.* The curve $\lambda\mapsto\Psi_\lambda$ lies in the family and passes through $\Psi$ at $\lambda=1$. Stationarity in the family makes the derivative of the energy vanish along it. By Lemma 1 the derivative is $2\lambda T+V$, which at $\lambda=1$ is $D$. $\square$

Term-specific Hartree-Fock qualifies. With orbitals $r^{-1}P_{nl}(r)$ times an angular function, scaling replaces each $P_{nl}(r)$ by $\lambda^{1/2}P_{nl}(\lambda r)$, which keeps the radial functions orthonormal and leaves the angular and spin coupling coefficients alone.

**Lemma 4 (finite basis).** Let all normalized basis functions be scaled by $\lambda$ (for Gaussians $e^{-ar^2}$ this is $a\to\lambda^2a$), and let $\mathcal E(\lambda)$ be the energy after the expansion coefficients are made stationary anew, on a branch of solutions that is differentiable in $\lambda$. Then $d\mathcal E/d\ln\lambda=D$.

*Proof.* Overlaps of scaled functions do not depend on $\lambda$, so the set of coefficients $C$ allowed by orthonormality is the same for all $\lambda$. On it the energy is $E(\lambda,C)=\lambda^2T_1(C)+\lambda V_1(C)$, with $T_1,V_1$ evaluated in the unscaled basis. The total derivative is $\partial E/\partial\lambda$ plus the derivative of $E$ along the direction $dC/d\lambda$. That direction is tangent to the allowed set, so the second part vanishes by stationarity. Hence $\lambda\,d\mathcal E/d\lambda=2\lambda^2T_1+\lambda V_1=2T+V$ in the scaled basis. $\square$

*Proof of the theorem.* For any function $D=2T+V=T+E$, so $T=D-E$ and $V=E-T=2E-D$. Subtracting the lower term from the upper,

$$\Delta T=-\Delta E+\Delta D,\qquad \Delta V=2\Delta E-\Delta D. \tag{1}$$

In case (a) Lemma 2, in case (b) Lemma 3, and in case (c) Lemma 4 with $d\mathcal E/d\lambda=0$ give $D=0$ for each term. $\square$

**Remark (where it fails).** Equation (1) is an identity, so the relations between differences hold exactly when $\Delta D=0$. An extra operator $\hat W$ whose expectation value scales as $\lambda^n$ turns the stationarity condition into $2T+V+nW=0$; with $E=T+V+W$ this reads $T=-E-(n-1)W$. A spin-orbit term proportional to $r^{-3}$ has $n=3$. A uniform electric field, linear in the coordinates, has $n=-1$. A nucleus of finite size or a confining wall brings its own length and breaks Lemma 1. For a molecule with nuclei fixed at $\mathbf R$ and their repulsion included in $\hat V$, $\hat V(\mathbf y/\lambda;\mathbf R)=\lambda\hat V(\mathbf y;\lambda\mathbf R)$, so stationarity gives $2T+V+\mathbf R\cdot\langle\nabla_{\mathbf R}\hat V\rangle=0$; for exact states the Hellmann-Feynman theorem makes the last term $\mathbf R\cdot\nabla_{\mathbf R}E$, which vanishes when each state sits at its own equilibrium geometry, but not in general for a vertical splitting. The Kohn-Sham kinetic energy is not $\langle\hat T\rangle$ of the interacting state and is not covered. Autoionizing resonances are not normalizable and fall outside (a).

## How relaxation moves the splitting: the $p^2$ terms

The theorem says nothing about the road from common orbitals, where $\Delta T=0$, to relaxed ones, where $\Delta T=-\Delta E$. That road can be followed in the single-configuration model of $1s^22s^22p^2$ with one radial function per shell. Slater integrals are defined with $r_<,r_>$ the smaller and larger of $r_1,r_2$:

$$F^k(a,b)=\iint P_a^2(r_1)\frac{r_<^k}{r_>^{k+1}}P_b^2(r_2)\,dr_1dr_2,$$

and $G^k(a,b)$ is the same integral with $P_aP_b$ at both radii. $F^0$ and $F^2$ without arguments mean $F^k(2p,2p)$, and $I_a$ is the one-electron kinetic plus nuclear energy of shell $a$.

**Lemma 5 (term energies).** With $a,b$ running over $1s,2s$,

$$E=2\sum_aI_a+2I_{2p}+\sum_{a,b}\left[2F^0(a,b)-G^0(a,b)\right]+\sum_a\left[4F^0(a,2p)-\tfrac23G^1(a,2p)\right]+F^0+cF^2,$$

with $c=-5/25$ for $^3P$, $1/25$ for $^1D$ and $10/25$ for $^1S$.

*Proof.* Use $1/r_{12}=\sum_k r_<^k r_>^{-k-1}P_k(\mathbf n\cdot\mathbf n')$ with Legendre polynomials $P_k$, the real angular functions $(3/4\pi)^{1/2}n_i$ for $p_x,p_y,p_z$, and $\langle\ \rangle$ for the average over the unit sphere. The addition theorem gives $\langle P_k(\mathbf n\cdot\mathbf n')f_l(\mathbf n')\rangle'=\delta_{kl}f_l(\mathbf n)/(2k+1)$ for a spherical harmonic $f_l$ of degree $l$. Write $(ij|kl)$ for the repulsion between the product $p_ip_j$ of electron 1 and $p_kp_l$ of electron 2. Split $3n_in_j=\delta_{ij}+3q_{ij}$, where $q_{ij}=n_in_j-\delta_{ij}/3$ has degree 2. The $k=0$ part contributes $\delta_{ij}\delta_{kl}F^0$ and the $k=2$ part $\tfrac95\langle q_{ij}q_{kl}\rangle F^2$. Isotropy gives $\langle n_in_j\rangle=\delta_{ij}/3$ and $\langle n_in_jn_kn_l\rangle=A(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$; contracting $i=j$, $k=l$ gives $1=A(9+3+3)$, so $A=1/15$. Then $\langle q_{ij}q_{kl}\rangle=\langle n_in_jn_kn_l\rangle-\delta_{ij}\delta_{kl}/9$, and since $\tfrac95\cdot\tfrac1{15}=\tfrac3{25}$ and $\tfrac95(\tfrac1{15}-\tfrac19)=-\tfrac2{25}$,

$$(ij|kl)=\delta_{ij}\delta_{kl}\left(F^0-\tfrac2{25}F^2\right)+\tfrac3{25}F^2\left(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}\right).$$

A spatial function $\sum M_{jl}\,p_j(1)p_l(2)$ is mapped, within the $p^2$ space, to the matrix $\sum_{jl}(ij|kl)M_{jl}$, which is

$$\left(F^0-\tfrac2{25}F^2\right)M_{ik}+\tfrac3{25}F^2\left(\delta_{ik}\,\mathrm{tr}M+M_{ki}\right).$$

The three antisymmetric matrices ($L=1$; antisymmetric in space, hence triplet) have $M_{ki}=-M_{ik}$ and zero trace: $c=(-2-3)/25$. The five symmetric traceless matrices ($L=2$, singlet) give $c=(-2+3)/25$. The unit matrix ($L=0$, singlet) has trace 3 and gives $c=(-2+9+3)/25$.

For a closed $s$ shell and a $p$ electron, the direct matrix element between $p_i$ and $p_j$ is $2F^0(a,2p)\delta_{ij}$, the factor 2 counting the $s$ electrons. Exchange occurs with the one $s$ electron of equal spin; the product of angular functions is $\sqrt3\,n_i/4\pi$, of degree 1, giving $3\cdot\tfrac13\langle n_in_j\rangle G^1=\delta_{ij}G^1/3$ with a minus sign. This core interaction is a multiple of the unit matrix and independent of spin, so two $p$ electrons contribute $2(2F^0-G^1/3)$ in every term. Among $s$ electrons only $k=0$ occurs. The pair within shell $a$ gives $F^0(a,a)=2F^0(a,a)-G^0(a,a)$; between the shells there are four pairs, two of them with equal spin, giving $4F^0-2G^0$, which the double sum reproduces. $\square$

The average over the 15 states, with weights 9, 5 and 1, is $\bar c=(-45+5+10)/(15\cdot25)=-2/25$. Only the last term of $E$ knows about the term, so $c$ may be treated as a continuous parameter.

**Lemma 6 (frozen orbitals).** If the orbitals are stationary for $\bar c$ and are used for all terms, then $\Delta T=\Delta V_{en}=0$, $\Delta E=\Delta V_{ee}=\Delta c\,F^2$, and each term has $D=(c-\bar c)F^2$.

*Proof.* With fixed radial functions only $cF^2$ changes, and it belongs to $V_{ee}$. Thus $T=\bar T$ and $V=\bar V+(c-\bar c)F^2$, while $2\bar T+\bar V=0$ by Lemma 3. $\square$

This agrees with (1): $\Delta D=\Delta E$ cancels $-\Delta E$. None of the three frozen terms is stationary, and $^3P$, with $D<0$, lowers its energy by contracting, since $dE/d\lambda=D$ at $\lambda=1$.

**Lemma 7 (relaxation by scaling alone).** Minimizing over $\lambda$ gives $\lambda^*=1-D/2T$, lowers the energy by $D^2/4T$, and shifts the kinetic energy by $-D+D^2/4T$.

*Proof.* $2\lambda T+V=0$ gives $\lambda^*=-V/2T$, and $V=D-2T$ gives the stated form; it is a minimum because $T>0$. Then $E^*=V^2/4T-V^2/2T=-V^2/4T$, so $E-E^*=(4T^2+4TV+V^2)/4T=D^2/4T$. Finally $T^*=\lambda^{*2}T=(D-2T)^2/4T=T-D+D^2/4T$. $\square$

The energy responds in second order in $D$, its parts in first order. A relaxation too small to alter the splitting visibly is therefore enough to change $\Delta T$ from $0$ to $-\Delta E$. For the potential parts, $\Delta\lambda^*=-\Delta D/2\bar T$ with $\Delta D=\Delta E_{\rm fr}$, the frozen splitting. Hence $\Delta V_{en}=\bar V_{en}\Delta\lambda^*$, and from $\lambda^*V_{ee}=(1-D/2\bar T)(\bar V_{ee}+D)$,

$$\Delta V_{en}=\Delta E_{\rm fr}\frac{|\bar V_{en}|}{2\bar T},\qquad \Delta V_{ee}=\Delta E_{\rm fr}\left(1-\frac{\bar V_{ee}}{2\bar T}\right)-\frac{D_U^2-D_L^2}{2\bar T}. \tag{2}$$

**Lemma 8 (full relaxation).** Let $E(c)$, $T(c)$, $F^2(c)$ belong to orbitals stationary at $c$, on a differentiable branch. Then $dE/dc=F^2(c)$, $dT/dc=-F^2(c)$, $\Delta E=\int_{c_L}^{c_U}F^2\,dc$, and the energy gained relative to frozen average orbitals is $-\tfrac12F^{2\,\prime}(\bar c)(c-\bar c)^2$ to leading order. If the stationary points are the minima of the functional, then $\Delta c\,F^2(c_U)\le\Delta E\le\Delta c\,F^2(c_L)$ for $c_U>c_L$.

*Proof.* As in Lemma 4 the response of the orbitals drops out, leaving the explicit derivative $F^2$. Lemma 3 holds at every $c$, so $T(c)=-E(c)$ and $dT/dc=-F^2$. The frozen energy $E(\bar c)+(c-\bar c)F^2(\bar c)$ is the tangent line of $E(c)$ at $\bar c$, so the difference is minus the quadratic Taylor term $\tfrac12E''(c-\bar c)^2$ with $E''=F^{2\,\prime}$. For minima, the orbitals of $c_L$ used as trial functions at $c_U$ give $E(c_U)\le E(c_L)+\Delta c\,F^2(c_L)$, and those of $c_U$ used at $c_L$ give $E(c_L)\le E(c_U)-\Delta c\,F^2(c_U)$. $\square$

The integrand of $F^2$ is positive, so in this model the relaxed terms keep the order of $c$, $^3P<{}^1D<{}^1S$. The angular coefficient decides the order; the virial theorem decides how the resulting splitting is shared.

## Attraction and repulsion

**Lemma 9.** For relaxed terms on a branch differentiable in $Z$, $\Delta V_{en}=Z\,\partial_Z\Delta E$ and $\Delta V_{ee}=2\Delta E-Z\,\partial_Z\Delta E$.

*Proof.* By stationarity $\partial_ZE=\langle\partial_Z\hat H\rangle=V_{en}/Z$ (the Hellmann-Feynman theorem). The theorem gives $\Delta V_{ee}=2\Delta E-\Delta V_{en}$. $\square$

The lower term thus has the larger repulsion, $\Delta V_{ee}<0$, exactly when $\partial\ln\Delta E/\partial\ln Z>2$. For large $Z$, measuring lengths in units of $1/Z$ turns $\hat H$ into $Z^2$ times a hydrogenic Hamiltonian of unit charge plus $Z^{-1}\hat V_{ee}$. Assuming an expansion in $1/Z$, and noting that the $Z^2$ term is common to terms of one configuration, $\Delta E=Ze_1+e_2+e_3/Z+\dots$. The operator $Z\partial_Z$ multiplies $Z^m$ by $m$, and $2-Z\partial_Z$ multiplies it by $2-m$:

$$\Delta V_{en}=Ze_1-e_3/Z+\dots,\qquad \Delta V_{ee}=Ze_1+2e_2+3e_3/Z+\dots \tag{3}$$

As $Z\to\infty$ attraction and repulsion each carry one $\Delta E$. Even in this limit the frozen partition is not recovered, since $\Delta V_{en}$ does not vanish. In the single-configuration model $e_1=\Delta c\,F^2_H$ with the hydrogenic $P_{2p}^2=r^4e^{-r}/24$. Doubling the region $s<r$ and integrating first over $r$, with $\int_s^\infty re^{-r}dr=(1+s)e^{-s}$,

$$F^2_H=\frac{2}{24^2}\int_0^\infty s^6(1+s)e^{-2s}ds=\frac{2}{576}\left(\frac{6!}{2^7}+\frac{7!}{2^8}\right)=\frac{45}{512}.$$

For the exact states $2s^22p^2$ and $2p^4$ are degenerate at zeroth order and terms of equal symmetry mix. By the exchange integral in Lemma 5 the coupling is $\tfrac13G^1(2s,2p)$ times the pair operator $B^\dagger=\sum_k a^\dagger_{k\uparrow}a^\dagger_{k\downarrow}$ on the $p$ shell. The commutator $[B,B^\dagger]=3-N_p$ gives $\|B^\dagger\psi\|^2=1+\|B\psi\|^2$ for a $p^2$ state, which is 1 for $^3P$ and $^1D$ (traceless $M$, so $B\psi=0$) and 4 for $^1S$. Written in hole operators, the repulsion within $p^4$ is the $p^2$ matrix plus a term-independent constant, so the diagonal gap between the two configurations is the same for all three terms. The mixing therefore lowers $^3P$ and $^1D$ equally and leaves $e_1$ of that pair unchanged, while it changes $e_1$ for pairs containing $^1S$.

## Carbon in term-specific Hartree-Fock

The functional of Lemma 5 was made stationary by self-consistent-field iteration, with radial functions expanded in $r^{l+1}e^{-ar^2}$ and analytic radial integrals. The exponents form geometric series of ratio 2: 25 $s$ functions from 0.1428 Å$^{-2}$ and 16 $p$ functions from 0.0714 Å$^{-2}$. The scale of this basis was not optimized. Correlation and relativity are absent, so the numbers describe the model; four decimals are kept only so that subtractions can be followed, and sums of rounded entries can differ by one unit in the last place. At the basis-set limit the total energies and their parts move by up to 0.0001 eV, while the differences between terms, $F^2$ and $\langle r\rangle$ are unchanged to the digits shown.

*Frozen.* The average orbitals give $\bar T=1024.7725$ eV, $\bar V_{en}=-2396.3512$ eV, $\bar V_{ee}=346.8061$ eV and $F^2=6.4955$ eV. For $^1D-{}^3P$, $\Delta c=0.24$ and $\Delta E_{\rm fr}=0.24\times6.4955=1.5589$ eV, all in $V_{ee}$. The defects are $\mp0.12\times6.4955=\mp0.779$ eV for $^3P$ and $^1D$.

*Scaling only.* For $^3P$, $\lambda^*=1+0.7795/2049.545=1.000380$; for $^1D$ it is $0.999620$. Each energy falls by $0.7795^2/4099.09=0.000148$ eV, while $T$ moves by $-D+D^2/4T=+0.7796$ and $-0.7793$ eV, so $\Delta T=-1.5589$ eV. In (2) the last term vanishes because $D_U=-D_L$, and $\Delta V_{en}=1.5589\times2396.35/2049.55=1.8227$ eV, $\Delta V_{ee}=1.5589\times(1-346.81/2049.55)=1.2951$ eV, with sum $3.1178$ eV. A relative change of length of 0.04% has produced the virial partition, and the repulsion is still smaller in $^3P$.

*Full relaxation.* Energies are in eV.

| term | $E$ | $T$ | $V_{en}$ | $V_{ee}$ |
|---|---|---|---|---|
| $^3P$ | −1025.5595 | 1025.5595 | −2398.3267 | 347.2076 |
| $^1D$ | −1024.0007 | 1024.0006 | −2394.3561 | 346.3548 |
| $^1S$ | −1021.7769 | 1021.7769 | −2388.2396 | 344.6857 |

The ratio $-V/T$ is 2.0000000 for all three, so each virial defect is below 0.0001 eV although the basis scale was not optimized. For $^1D-{}^3P$,

$$\Delta T=1024.0006-1025.5595=-1.5589\ \text{eV},\qquad \Delta V=3.9706-0.8528=3.1178\ \text{eV},$$

with $\Delta E=1.5589$ eV. With 1 hartree $=27.211386$ eV these are $\Delta E=0.05729$, $\Delta T=-0.05729$ and $\Delta V=0.11458$ hartree. For $^1S-{}^3P$, $\Delta E=3.7826$ eV, $\Delta T=-3.7826$ eV and $\Delta V=10.0871-2.5219=7.5652$ eV.

The relaxed $^1D-{}^3P$ splitting equals the frozen one to four decimals, and Lemma 8 explains this. The two terms lie at $c-\bar c=\mp0.12$, so their second-order gains are equal. With $F^2=6.6206$ eV ($^3P$) and $6.3693$ eV ($^1D$) the slope is $-0.2513/0.24=-1.047$ eV, and the predicted gain $\tfrac12\times1.047\times0.12^2=0.0075$ eV matches the computed 0.00752 and 0.00756 eV. For $^1S$, $c-\bar c=0.48$ is four times larger, the leading estimate is $16\times0.0075=0.12$ eV, and the computed gain is 0.1222 eV; the $^1S-{}^3P$ splitting accordingly drops from $1025.5520-1021.6547=3.8973$ eV to 3.7826 eV. Since $\bar c$ is the midpoint of the interval from $^3P$ to $^1D$, Simpson's rule for the integral in Lemma 8 reads $0.04\times(6.6206+4\times6.4955+6.3693)=1.5589$ eV, inside the bounds $0.24\times6.3693=1.529$ and $0.24\times6.6206=1.589$ eV.

Two features go beyond the theorem. First, full relaxation reverses the sign of $\Delta V_{ee}$ from $+1.2951$ to $-0.8528$ eV: in this model the triplet has the largest repulsion of the three terms and is lowest through $V_{en}$. The 2p orbital is most compact there, with $\langle r\rangle=0.907$, $0.938$ and $0.990$ Å for $^3P$, $^1D$, $^1S$. The ratio 0.938/0.907 is a difference of 3%, against 0.08% between the two values of $\lambda^*$, so the relaxation is a change of the valence shell and not a uniform scaling. Second, the shells do not move together. Of $\Delta T=-1.5589$ eV the 2p electrons carry $-2.5527$ eV and the $s$ electrons $+0.9938$ eV, so the $s$ electrons have less kinetic energy in $^3P$ than in $^1D$. That the more compact 2p charge screens the nucleus better and lets the $s$ shells expand is a conjecture; the numbers establish only that the theorem holds for the total and not shell by shell.

*Isoelectronic ions.* A central difference in $Z$ with step $10^{-3}$ gives $Z\partial_Z\Delta E=3.9706$ eV, so the logarithmic slope is $3.9706/1.5589=2.55>2$ and $\Delta V_{ee}=3.1178-3.9706=-0.8528$ eV. For the ions all exponents were multiplied by $(Z/6)^2$. With $F^2_H=2.3916$ eV, $e_1=0.24\times2.3916=0.5740$ eV. Values for $^1D-{}^3P$ are in eV, and $\Delta T=-\Delta E$ to the digits shown.

| $Z$ | $\Delta E$ | $\Delta V_{en}$ | $\Delta V_{ee}$ | $Ze_1$ |
|---|---|---|---|---|
| 7 | 2.193 | 4.315 | 0.072 | 4.018 |
| 8 | 2.800 | 4.803 | 0.798 | 4.592 |
| 10 | 3.986 | 5.876 | 2.097 | 5.740 |
| 20 | 9.784 | 11.530 | 8.038 | 11.480 |
| 40 | 21.287 | 22.982 | 19.593 | 22.960 |

The sign of $\Delta V_{ee}$ changes between $Z=6$ and $Z=7$ in this model; the value at $Z=7$ is 3% of the splitting, and its sign is not claimed for the correlated ion. At $Z=40$, which is a nonrelativistic limit and not a description of the real ion, $\Delta V_{en}$ exceeds $Ze_1$ by 0.022 eV, or 0.1% of $Ze_1$, reflecting the missing constant term in (3). There $\Delta E-Ze_1=-1.673$ eV and $\Delta V_{ee}-Ze_1=-3.367$ eV, close to the ratio $1:2$ of $e_2$ to $2e_2$.

*A small basis.* With 9 $s$ functions from 0.5357 Å$^{-2}$ and 5 $p$ functions from 0.4285 Å$^{-2}$, ratio 3.5, the self-consistent $^3P$ has $D=-0.0686$ eV, and a central difference of reconverged energies in $\ln\lambda$ gives the same value, as Lemma 4 requires. Here $\Delta E=1.5598$ eV and $\Delta D=0.0819$ eV, so (1) gives $\Delta T=-1.5598+0.0819=-1.478$ eV and $\Delta V=3.1196-0.0819=3.038$ eV. The relation $\Delta T=-\Delta E$ is missed by 5% of $\Delta E$. Minimizing each energy over the basis scale gives $\lambda=1.0115$ for $^3P$, where $D<0$, and $0.9980$ for $^1D$, where $D=-0.0686+0.0819>0$. Then $\Delta E=1.5601$ eV, $\Delta T=-1.5601$ eV and $\Delta V=3.1203$ eV. The splitting moved by less than 0.001 eV and $\Delta T$ by 0.08 eV, the same contrast of second and first order as in Lemma 7.

## A correlated pair and a second root: helium $1s2s$

Full configuration interaction among $s$ orbitals only is a family of type (b) when the radial set is complete, because scaling maps products of $s$ functions to such products. It includes radial correlation and omits angular correlation. The Hamiltonian was diagonalized in all products of 20 $s$ Gaussians with exponents from 0.0143 Å$^{-2}$ in ratio 2.2; at the limit of a complete $s$ set the values below move by about 0.0001 eV. The $1s2s$ triplet is the lowest triplet root. The singlet is the second singlet root, above $1s^2$, and is a saddle point of the energy, which Lemma 3 permits. The triplet has $E=-59.1647$, $T=59.1647$, $V_{en}=-125.6486$, $V_{ee}=7.3192$ eV, and the singlet $E=-58.3466$, $T=58.3465$, $V_{en}=-123.4904$, $V_{ee}=6.7974$ eV. Thus $\Delta T=58.3465-59.1647=-0.8182$ eV for $\Delta E=0.8182$ eV, and $\Delta V=2.1582-0.5218=1.6364$ eV, twice the splitting. In this model too the lower, high-spin term has the larger electron repulsion.
